# RIXS maps from a shifted linear system and Lanczos recursion, part 2

Resonant inelastic x-ray scattering (RIXS) can be computed by a sum over core-hole eigenstates, at cubic cost, or by the sparse Lanczos (Krylov) route. $H_v$ (dimension $N_v$, eigenvalues $E_f$, initial state $g$ at energy zero) has no core hole; $H_c$ (dimension $N_c$, eigenvalues $E_n$) has one. Both are Hermitian. $T_\epsilon$ is the dipole operator, $\epsilon'$ the outgoing polarisation, $\Omega$ the incident energy, $\omega$ the loss, $\Gamma$ the core-hole half-width and $\gamma$ the loss half-width. Prefactors are dropped. With $z=\Omega+i\Gamma$, $\zeta=\omega+i\gamma$, $b=T_\epsilon g$, the intensity $I$ follows from

$$(z-H_c)\,x=b,\qquad y=T_{\epsilon'}^\dagger x .$$

$$I=-\frac1\pi\,\mathrm{Im}\sum_{\epsilon'}G,\qquad G=y^\dagger(\zeta-H_v)^{-1}y .$$

Absorption is $\sigma(\Omega)=-\frac1\pi\mathrm{Im}\,b^\dagger x$, equivalently $\sigma=\Gamma\|x\|^2/\pi$.

**Intermediate side.** One $k$-step run on $H_c$ from $b/\|b\|$ serves every $\Omega$. It gives vectors $q_j$ (columns of $Q$), a real tridiagonal $J_k$ (diagonal $\alpha_j$, off-diagonal $\beta_j$) and $x_k$, with residual

$$r_k=\frac{\|b\|}{p_k(z)}\,q_{k+1},\qquad\|x-x_k\|\le\frac{\|r_k\|}{\Gamma}.$$

Here $p_0=1$, $p_{-1}=0$ and $\beta_jp_j=(z-\alpha_j)p_{j-1}-\beta_{j-1}p_{j-2}$. The matrices $M_{\epsilon'}$ store the columns $T_{\epsilon'}^\dagger q_j$. In exact arithmetic a run ends within the number of distinct levels.

For a spectrum of centre $E_0$ and width $W$, let $\xi=2(z-E_0)/W$, $a=\mathrm{Re}\,\xi$, and $\rho>1$ the larger modulus of $\xi\pm\sqrt{\xi^2-1}$. The Chebyshev bound is

$$\frac{\Gamma\|x-x_k\|}{\|b\|}\le\frac{4}{\rho^k-\rho^{-k}} .$$

For $\Gamma\ll W$ and $a$ away from $\pm1$,

$$\ln\rho\approx\frac{2\Gamma/W}{\sqrt{1-a^2}} .$$

Tolerance $\tau$ is guaranteed after about $\ln(4/\tau)/\ln\rho$ steps. Uniformly spaced levels of equal weight tested this rate.

**Final side.** For each $\Omega$ and $\epsilon'$, $m$ steps on $H_v$ from $y/\|y\|$ give new $J_m$, $p_m$ and a continued fraction $G_m$. The moment rule is $y^\dagger H_v^jy=\|y\|^2(J_m^j)_{11}$ for $j\le2m-1$. With $q=q_{m+1}$, the error identity and bound are

$$G-G_m=\frac{\|y\|^2}{p_m(\zeta)^2}\,q^\dagger(\zeta-H_v)^{-1}q,\qquad|\delta I|\le\frac{\|y\|^2}{\pi\gamma|p_m(\zeta)|^2}.$$

An error $\delta y$ changes $I$ to $\tilde I$, with

$$|\sqrt I-\sqrt{\tilde I}|\le\frac{\|\delta y\|}{\sqrt{\pi\gamma}}.$$

In an earlier two-state model, $v$ couples the core-hole configuration reached by light to the one decaying to an excited state; the excitation vanishes for $v\to0$.

## Worked example: the L$_{2,3}$ edge of a high-spin $d^5$ ion

The model is $2p^63d^5\to2p^53d^6\to2p^63d^5$ in an octahedral field, with $N_v=\binom{10}5=252$ and $N_c=6\binom{10}6=1260$. The parameters are round values of typical size, neither computed nor fitted: Slater integrals $F^2_{dd}=8$, $F^4_{dd}=5$, $F^2_{pd}=5$, $G^1=4$, $G^3=2$, and $10Dq=1$, $\zeta_{2p}=7$, $\Gamma=0.3$, $\gamma=0.1$, all in eV. Left out are $3d$ spin–orbit coupling, charge transfer, edge-dependent widths and exchange between sites. The state $g$ has all five $d$ spins up along $z$ and belongs to the sextet $^6A_1$. Light enters polarised along $x$ and leaves polarised along $y$ or $z$. The radial dipole integral is 1, so $I$ is in eV$^{-3}$, and $\Omega$ is measured from the mean of the $E_n$. The map has 89 values of $\Omega$ from $-12$ to $10$ eV and 171 losses from $-0.5$ to $8$ eV. The reference is full diagonalisation of the same matrices.

**Steps.** The spectrum of $H_c$ runs from $-8.906$ to $15.145$ eV, so $W=24.051$ eV and $E_0=3.12$ eV. The absorption maxima on the grid are at $-7.00$ eV (L$_3$) and $5.25$ eV (L$_2$); on a mesh of 0.005 eV they lie at $-6.99$ and $5.15$ eV. At L$_3$, $a=(-7.00-3.12)/12.03=-0.84$ and $\ln\rho\approx(0.6/24.051)/0.54=0.046$, as computed from the full formula. At $k=120$ the bound is $4/(\rho^{120}-\rho^{-120})=1.6\times10^{-2}$, the relative residual is $3.1\times10^{-4}$ and the true $\Gamma\|\delta x\|/\|b\|$ is $9.6\times10^{-5}$. At the centre $\ln\rho=0.6/24.051=0.0249$, and $\tau=10^{-8}$ is guaranteed after $\ln(4\times10^8)/0.0249\approx795$ steps. The reorthogonalised run brings the residual, which itself bounds the error, below $10^{-8}$ at all $\Omega$ in 392 steps. In exact arithmetic no run could need more than 420, the number of distinct levels of $H_c$, so here finite termination is the stronger limit; in floating point that limit is not strict. The count of 392 already contains rounding: the same process run on the 420 levels with each degenerate level merged into one, which is equivalent in exact arithmetic, needs 339 steps. The plain recurrence needs 455 steps and loses orthogonality (largest element of $Q^\dagger Q-1$ equal to 0.57), yet its true relative residual is below $1.1\times10^{-8}$ at all $\Omega$. Separate runs for each $\Omega$ would total 24303 steps, 53 times more.

**Accuracy.** The final recursion stops at $m=56$ for $1/|p_m|^2<10^{-8}$; this exceeds the 42 distinct levels of $H_v$, the most that exact arithmetic allows, so the excess is an effect of rounding. The largest deviation over the map is $3.5\times10^{-10}$ of the largest intensity, $0.876$ eV$^{-3}$. With $x$ deliberately cut at $k=40$ (L$_3$, $\epsilon'=y$), $\|\delta y\|=0.0272$ eV$^{-1}$ and the bound is $0.0272/\sqrt{0.1\pi}=0.0485$ eV$^{-3/2}$, against an actual $0.0059$. The numerical check printed below asserts the map agreement, both absorption formulas, the residual formula, the bounds, the moment rule and the error identity.

**Spectrum at L$_3$.** The total weight is $\sum_{\epsilon'}\|y\|^2=0.331$ eV$^{-2}$: 83% in the sextet, 16% in quartets, 1% in doublets. These figures and those below belong to $\Omega=-7.00$ eV: at $-6.99$ eV the total is $0.336$ with the same shares, while at $-7.125$ and $-6.875$ eV it is $0.238$ and $0.347$, the sextet holds 82%, and a line at 3.80 eV enters the five strongest quartets. The sextet gives a peak $0.831\times0.331/(0.1\pi)=0.876$ eV$^{-3}$ at zero loss. The five strongest quartet lines lie at 2.32, 2.80, 3.05, 3.56 and 4.14 eV, with 1.6 to 3.8% each; the 3.05 eV line is the level $10B+5C$ for the Racah parameters $B=0.107$, $C=0.397$ eV. All of this weight rests on $\zeta_{2p}$, which plays the part of $v$. For $\zeta_{2p}=0$, $H_c$ and $T$ conserve spin, so $y$ has $S=5/2$, and five parallel spins in five orbitals allow no state but $^6A_1$. The test with $x$ in and $x$ out gives an inelastic fraction of $2\times10^{-30}$, against $0.037$ at $\zeta_{2p}=7$ eV. The zero-loss line in the crossed geometry vanishes in that limit too, because the orbital reflection $x\to-x$ then commutes with $H_c$, maps $g$ to $\pm g$, and changes the sign of $T_x$ but not of $T_y,T_z$.

**Truncated sums.** A cheaper sum over states keeps the lowest $n$ eigenstates of $H_c$. An omitted amplitude falls off as $1/(E_n-\Omega)$, and its cross term with the resonant amplitude enters $I$ at first order. At L$_3$, with the final side exact, the error stays below 1% of the peak from $n=217$ on (states up to $-5.42$ eV; with an odd electron number every level is Kramers-degenerate, so this count cuts through a level and depends slightly on the basis chosen within it), but at $n=726$, a cut midway between the edges, it is 0.80%, after 0.55% at $n=424$, so it does not fall steadily. At $n=726$ the cross term reaches 0.85% of the peak and the squared omitted amplitude 0.05%; the largest error lies at 3.55 eV loss, and between 2 and 5 eV the intensity is wrong by up to 15.5% of its local value. Lanczos stays below 1% from $k=71$ on. The criterion is loose for the $dd$ lines: 1% of the peak is $0.0088$ eV$^{-3}$, while $I=0.022$ eV$^{-3}$ at 3 eV loss and $0.0053$ eV$^{-3}$ at 2 eV.

## Cost

The following are operation counts, not tested laws. Householder reduction of a symmetric matrix spends $4j^2$ flops on a $j\times j$ block (half for a matrix–vector product, half for the symmetric update), which sums to $\tfrac43N^3$. Applying the reflectors of length $j$ to $N$ eigenvectors costs $4jN$ each, which sums to $2N^3$. The tridiagonal eigenproblem is left uncounted, in favour of diagonalisation. Thus $\tfrac{10}3(1260^3+252^3)=6.72\times10^9$, and transition matrices and amplitudes raise the total to $7.28\times10^9$.

An intermediate step costs two flops per nonzero of $H_c$ (18996) and of $T_y,T_z$ (2268), plus about $9N_c$ for vector operations: $455\times(37992+4536+11340)=2.45\times10^7$. Forming $y$, a real matrix times a complex vector, costs $4N_vk$ for each of $2\times89=178$ vectors, $8.2\times10^7$, and with the tridiagonal solves (about 40 flops per step and energy) this stage totals $1.08\times10^8$. A final step on a complex vector costs four flops per nonzero of $H_v$ (1970), about $18N_v$, and about 30 per loss point: $178\times56\times(7880+4536+5130)=1.75\times10^8$. The sum, $2.83\times10^8$, is 26 times smaller; the wall times were 0.11 s and 0.81 s. The linear solve itself is under a tenth of the Krylov count, and the repeated final recursions are the largest part. The matrices $M_{\epsilon'}$ hold $2N_vk=229320$ numbers, against $N_c^2=1587600$ for the eigenvectors.

Symmetry narrows the gap. The fourfold axis conserves $J_z$ modulo 4, which splits each matrix into four blocks. Four equal blocks cut the cubic term by $4\times(1/4)^3=1/16$, to $4.2\times10^8$, 1.5 times the unblocked Krylov count. Since $g$ has $J_z=5/2$ and $T_x$ changes $J_z$ by $\pm1$, $b$ reaches only two blocks of $H_c$, which halves the cubic term again to about $2.1\times10^8$; the same restriction also halves the Krylov vectors. With the remaining terms blocked as well (about $0.7\times10^8$), the sum over states totals about $2.8\times10^8$, against about $1.7\times10^8$ for the blocked Krylov route at unchanged step counts. At this size blocked diagonalisation is competitive and also labels the lines, which the fraction does not. With fixed $W/\Gamma$, fixed ratio of the width of $H_v$ to $\gamma$ and fixed nonzeros per row (15 here), the step bounds are fixed. Once the step counts have reached them, the Krylov count grows linearly with dimension and a tenfold larger space shifts the ratio to the cubic term by a factor of about 100. The present example is not yet in that regime: its counts are held down by the few distinct levels, and on a dense spectrum of the width of $H_v$, $10.855$ eV, the rate $\ln\rho=0.2/10.855=0.0184$ would call for about $\ln10^4/0.0184\approx500$ final steps instead of 56.

## Where the advantage or the derivation fails

For energies inside the respective spectral interval and away from its ends, the step bounds grow as $W/\Gamma$ and as the width of $H_v$ over $\gamma$, so narrow lines, or a width that grows with the number of sites, raise these bounds. At an end of the interval, where the zero-loss line lies, $\xi=\pm1+2i\Gamma/W$ gives $\ln\rho\approx\sqrt{2\Gamma/W}$ (with $\gamma$ and the width of $H_v$ on the final side), and the growth is only that of the square root. As $\Gamma\to0$ at an $\Omega$ inside the interval, the Chebyshev bound becomes empty, and of the guarantees derived here only termination at the number of distinct levels remains. For $\Omega$ outside the interval, $\rho$ stays above 1 and the number of steps to a given $\tau$ stays bounded. A thermal average repeats the whole Krylov calculation for each populated initial state, while the cubic term is paid once. A width that differs between configurations replaces $H_c-i\Gamma$ by $H_c-i\hat\Gamma$ with a Hermitian matrix $\hat\Gamma$: $\Omega$ is still a scalar shift, but the orthogonality proof, the real $J_k$ and the Chebyshev bound for $x$ do not carry over to a recurrence run on $H_c-i\hat\Gamma$. The estimate $\|x-x_k\|\le\|r_k\|/\Gamma$ survives if $\Gamma$ is taken as the smallest eigenvalue of $\hat\Gamma$, provided it is positive, because $\mathrm{Im}\,v^\dagger(\Omega-H_c+i\hat\Gamma)v=v^\dagger\hat\Gamma v\ge\Gamma$ for every unit vector $v$. The final-side formulas involve only $H_v$ and are unchanged. A non-Lorentzian instrument function is not given by $G$ at one $\zeta$; it is applied to the eigenvalues of $J_m$, with weights $\|y\|^2$ times the squared first components of its eigenvectors, and the moment rule survives while the bound on $|\delta I|$ does not apply.

## Computed values

```
F2dd=8.0 F4dd=5.0 F2pd=5.0 G1=4.0 G3=2.0 eV
10Dq=1.0 zeta_2p=7.0 Gamma=0.3 gamma=0.1 eV
Racah B=0.10658 C=0.39683 eV
10B+5C=3.0499 17B+5C=3.7959 22B+7C=5.1224 eV
Nv=252 Nc=1260 nnz(Hv)=1970 nnz(Hc)=18996 nnz(Ty)+nnz(Tz)=2268
distinct levels: Hv 42, Hc 420
Hc spectrum -8.906 to 15.145 eV, W=24.051 eV; Hv 0 to 10.855 eV
grid: 89 Om from -12.0 to 10.0 eV, 171 losses from -0.5 to 8.0 eV
|b|^2=0.666667, |Ty|_2=1.0646
XAS maxima: L3 Om=-7.00 eV (0.2659 /eV), L2 Om=5.25 eV (0.0647 /eV)
tolerances: residual 1e-08, final 1/|p_m|^2 1e-08
intermediate steps, all Om at once: plain 455, reorthogonalised 392
steps if each Om is solved alone: sum 24303, at L3 214, at L2 376
Chebyshev bound on steps (worst Om): 795; ln rho at L3 = 0.04604
loss of orthogonality, plain run: 5.72e-01
L3, k=20: Gam|dx|/|b|=1.71e-01 residual=6.84e-01 Chebyshev=1.89e+00
L3, k=60: Gam|dx|/|b|=1.93e-02 residual=8.25e-02 Chebyshev=2.54e-01
L3, k=120: Gam|dx|/|b|=9.55e-05 residual=3.06e-04 Chebyshev=1.59e-02
final Lanczos steps m=56; max map error / max I = 3.46e-10
max I = 0.87637 eV^-3
uniform W=20 eV, z=0.5i,1i,6+0.5i eV: slope [0.05   0.0998 0.0624] ln rho [0.05   0.0998 0.0624]
uniform: steps to residual 1e-5: N=2000 241, N=8000 242
k=40 at L3, pol y: |dy|=2.720e-02 /eV, max d sqrt(I)=5.895e-03, bound=4.853e-02 eV^-1.5
1% at L3: lowest 217 eigenstates (up to -5.42 eV) or 71 Lanczos steps
SOS cut at -0.875 eV keeps 726 states, error 0.80%
inelastic fraction, x in x out: zeta_2p=0 2.3e-30, zeta_2p=7.0 0.0367
L3 total weight |y|^2 (y+z) = 0.33124 eV^-2
L3 fractions 2S+1=6,4,2: 0.8310 0.1592 0.0097
  line 0.0000 eV, 2S+1=6, degeneracy 6, fraction 0.8310
  line 2.3162 eV, 2S+1=4, degeneracy 12, fraction 0.0241
  line 2.8039 eV, 2S+1=4, degeneracy 12, fraction 0.0196
  line 3.0499 eV, 2S+1=4, degeneracy 12, fraction 0.0158
  line 3.5585 eV, 2S+1=4, degeneracy 12, fraction 0.0383
  line 4.1414 eV, 2S+1=4, degeneracy 12, fraction 0.0238
  I(L3, w=0.0 eV): SOS 0.8763730 Krylov 0.8763730 eV^-3
  I(L3, w=2.0 eV): SOS 0.0052748 Krylov 0.0052748 eV^-3
  I(L3, w=3.0 eV): SOS 0.0218631 Krylov 0.0218631 eV^-3
  I(L3, w=4.0 eV): SOS 0.0151809 Krylov 0.0151809 eV^-3
  I(L3, w=5.0 eV): SOS 0.0049185 Krylov 0.0049185 eV^-3
flops SOS: cubic 6.72e+09, rest 5.63e+08, total 7.28e+09
flops SOS cubic term with four blocks: 4.20e+08
flops Krylov: intermediate 1.08e+08, final 1.75e+08, total 2.83e+08
flop ratio SOS/Krylov = 25.8
stored numbers: SOS Nc^2=1587600, Krylov 2*Nv*K=229320
wall time: SOS 0.81 s, Krylov 0.11 s
```
